**Bethe stopping power of a resist for nonrelativistic electrons**

The program examines S = (2πn e⁴/E) ln(√(exp(1)/2) E/I), where S is the mean energy loss per path length, n the electron density, E the beam energy and e² the Coulomb constant times the squared charge. The mean excitation energy I is the logarithmic mean of the energy loss W, weighted with the dipole oscillator strength of the whole resist. Assertions compare the Born prefactor with classical two-electron trajectories, and the sum rules with a diagonalized pair of repelling electrons; a nonlocal potential is required to break the rule. Explicit Born sums for an anisotropic oscillator must approach ln(2E/I), and soft sums joined to singlet and triplet hard collisions must reproduce the exchange constant for two choices of the dividing recoil energy. For the model resist, I is recomputed from the response at imaginary energies, and the stopping power from the loss function at a formal high energy. The output gives I = 68.2 eV and S = 2.68 eV/nm at 10 keV. Using Im ε instead of the loss function gives I = 51.8 eV and raises S by 5.3%.

## Numerical check

```python
"""Bethe stopping power of a resist for nonrelativistic electrons.

Result under test:
    S = (2 pi n e^4 / E) * ln( sqrt(exp(1)/2) * E / I ),
    ln I = integral of g(W) ln W dW,  integral of g(W) dW = 1.
S: mean energy loss per path length; n: electron density; E: beam energy;
e^2: Coulomb constant times squared charge; W: energy loss;
g: dipole oscillator-strength density per electron; I: mean excitation energy.
Q = q^2/2 is the recoil energy for momentum transfer q (atomic units).
The stopping number L is defined by S = (2 pi n e^4 / E) * L.
Model tests use atomic units; the resist example uses eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import exp1, gammainc, gammaln

EXCHANGE_CONSTANT = np.sqrt(np.e / 2)


# ---- Coulomb cross section from classical two-electron trajectories ----
def recoil_energy(impact, speed, start=2.0e4):
    """Energy given to an electron at rest, from the relative motion."""
    reduced_mass = 0.5

    def motion(t, y):
        r3 = (y[0]**2 + y[1]**2)**1.5
        return [y[2], y[3], y[0] / (reduced_mass * r3),
                y[1] / (reduced_mass * r3)]

    path = solve_ivp(motion, (0, 2 * start / speed),
                     [-start, impact, speed, 0.0],
                     method="DOP853", rtol=1e-10, atol=1e-10)
    change = path.y[2:, -1] - np.array([speed, 0.0])
    return 0.5 * reduced_mass**2 * np.dot(change, change)


speed = 2.0
b_near, b_far = 1.0, 3.0
w_near, w_far = recoil_energy(b_near, speed), recoil_energy(b_far, speed)
area_trajectory = np.pi * (b_far**2 - b_near**2)
area_born = quad(lambda w: 2 * np.pi / (speed**2 * w**2), w_far, w_near)[0]
assert abs(area_born / area_trajectory - 1) < 1e-3

# ---- sum rules for two repelling electrons in an anharmonic well ----
points, step = 30, 0.35
x = (np.arange(points) - (points - 1) / 2) * step
diff = np.subtract.outer(np.arange(points), np.arange(points))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6,
                   (-1.0)**np.abs(diff) / safe**2) / step**2
one_body = kinetic + np.diag(0.5 * x**2 + 0.1 * x**4)
unit = np.eye(points)
x1, x2 = np.repeat(x, points), np.tile(x, points)
two_body = np.kron(one_body, unit) + np.kron(unit, one_body)
two_body += np.diag(1 / np.sqrt((x1 - x2)**2 + 1))


def weighted_sum(energies, states, operator_diagonal):
    amplitudes = states.T @ (operator_diagonal * states[:, 0])
    return np.sum((energies - energies[0]) * np.abs(amplitudes)**2)


energies2, states2 = np.linalg.eigh(two_body)
sum_ratios = []
for q in (0.5, 1.0, 2.0):
    density = np.exp(1j * q * x1) + np.exp(1j * q * x2)
    total = weighted_sum(energies2, states2, density)
    sum_ratios.append(total / (q**2 / 2))
dipole_sum = 2 * weighted_sum(energies2, states2, x1 + x2)
assert np.allclose(sum_ratios, 2, rtol=1e-5)
assert abs(dipole_sum - 2) < 1e-5

# A nonlocal potential must break the rule; the local one must keep it.
gauss = np.exp(-x**2 / 2)
gauss /= np.linalg.norm(gauss)
phase = np.exp(1j * x)
local_sum = weighted_sum(*np.linalg.eigh(one_body), phase) / 0.5
nonlocal_sum = weighted_sum(
    *np.linalg.eigh(one_body - np.outer(gauss, gauss)), phase) / 0.5
assert abs(local_sum - 1) < 1e-5
assert abs(nonlocal_sum - 1) > 0.05

# ---- explicit Born sum over levels of an anisotropic oscillator ----
FREQ_Z, FREQ_XY = 1.0, 4.0
I_OSC = FREQ_Z**(1 / 3) * FREQ_XY**(2 / 3)


def born_stopping_number(energy, recoil_cut=np.inf):
    """Orientation-averaged sum over levels with exact limits of q.

    Each level is excited with a Poisson probability in each direction;
    the Q integral of each term is an incomplete gamma function.
    """
    top = min(energy, 4 * recoil_cut + 60)
    nz, nxy = np.meshgrid(np.arange(int(top / FREQ_Z) + 1),
                          np.arange(int(top / FREQ_XY) + 1))
    nz, nxy = nz.ravel(), nxy.ravel()
    loss = nz * FREQ_Z + nxy * FREQ_XY
    keep = (loss > 0) & (loss < top)
    nz, nxy, loss = nz[keep], nxy[keep], loss[keep]
    quanta = nz + nxy
    k_in, k_out = np.sqrt(2 * energy), np.sqrt(2 * (energy - loss))
    q_low = (2 * loss / (k_in + k_out))**2 / 2
    q_high = np.minimum((k_in + k_out)**2 / 2, recoil_cut)
    q_high = np.maximum(q_high, q_low)
    log_binomial = gammaln(quanta + 1) - gammaln(nz + 1) - gammaln(nxy + 1)
    order = np.maximum(quanta - 1, 1)
    pair = np.maximum(quanta * (quanta - 1), 1)
    nodes, weights = np.polynomial.legendre.leggauss(32)
    result = 0.0
    for mu, weight in zip((nodes + 1) / 2, weights / 2):
        rate = mu**2 / FREQ_Z + (1 - mu**2) / FREQ_XY
        share = mu**2 / FREQ_Z / rate
        split = np.exp(log_binomial + nz * np.log(share)
                       + nxy * np.log(1 - share))
        many = (gammainc(order, rate * q_high)
                - gammainc(order, rate * q_low)) / pair
        single = exp1(rate * q_low) - exp1(rate * q_high)
        integral = np.where(quanta == 1, single, many)
        result += weight * np.sum(loss * rate * split * integral)
    return result / 2


born_rows = []
for energy in (25.0, 100.0, 400.0):
    born_rows.append((energy, born_stopping_number(energy),
                      np.log(2 * energy / I_OSC)))
deviations = [abs(row[1] - row[2]) for row in born_rows]
assert deviations[-1] < 0.03
assert deviations[-1] < deviations[0]


# ---- exchange: soft Born sum plus hard singlet/triplet collisions ----
def hard_stopping_number(energy, cut):
    def integrand(log_w):
        w = np.exp(log_w)
        direct, swapped = 1 / w, 1 / (energy - w)
        singlet = (direct + swapped)**2
        triplet = (direct - swapped)**2
        return w**2 * (singlet + 3 * triplet) / 4
    return quad(integrand, np.log(cut), np.log(energy / 2))[0] / 2


far_energy = 1.0e5
exchange_rows = []
for cut in (20.0, 40.0):
    soft = born_stopping_number(far_energy, cut)
    hard = hard_stopping_number(far_energy, cut)
    exchange_rows.append((cut, soft, hard, soft + hard))
exchange_formula = np.log(EXCHANGE_CONSTANT * far_energy / I_OSC)
# The soft part omits exchange, an error of about cut/(2*energy).
for row in exchange_rows:
    assert abs(row[3] - exchange_formula) < 1e-3

# ---- model resist ----
density_nm = 400.0
fractions = np.array([0.75, 0.25])
resonances = np.array([15.0, 500.0])
widths = np.array([10.0, 100.0])
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
plasma = const.hbar * np.sqrt(
    density_nm * 1e27 / (const.epsilon_0 * const.m_e))


def susceptibility(w):
    """Lorentz response epsilon - 1 at real or imaginary energy w."""
    return sum(f * plasma**2 / (r**2 - w**2 - 1j * g * w)
               for f, r, g in zip(fractions, resonances, widths))


log_w = np.linspace(np.log(1e-3), np.log(1e7), 200001)
w = np.exp(log_w)
chi = susceptibility(w)
loss_function = chi.imag / np.abs(1 + chi)**2
g_loss = 2 * w * loss_function / (np.pi * plasma**2)
g_bare = 2 * w * chi.imag / (np.pi * plasma**2)
norm_loss = trapezoid(g_loss * w, log_w)
norm_bare = trapezoid(g_bare * w, log_w)
mean_I = np.exp(trapezoid(g_loss * w * log_w, log_w))
bare_I = np.exp(trapezoid(g_bare * w * log_w, log_w))
assert abs(norm_loss - 1) < 1e-3 and abs(norm_bare - 1) < 1e-3

# Same I from the response at imaginary energies.
chi_imag = susceptibility(1j * w).real
reference = 50.0
kernel = chi_imag / (1 + chi_imag) / plasma**2 - 1 / (reference**2 + w**2)
imaginary_I = reference * np.exp(-trapezoid(w**2 * kernel, log_w))
assert abs(imaginary_I / mean_I - 1) < 1e-3
assert bare_I < 0.95 * mean_I


def stopping(energy, excitation=mean_I):
    return (2 * np.pi * density_nm * coulomb**2 / energy
            * np.log(EXCHANGE_CONSTANT * energy / excitation))


# Loss-function integral plus hard collisions, at a formal high energy
# in the nonrelativistic theory where the neglected terms are small.
formal, cut = 1.0e6, 1.0e3
allowed = w < formal
wa = w[allowed]
recoil_min = (wa / (np.sqrt(formal) + np.sqrt(formal - wa)))**2
soft_loss = trapezoid(wa**2 * loss_function[allowed] * 0.5
                      * np.log(cut / recoil_min), log_w[allowed])
soft_loss /= np.pi * bohr_nm * formal
hard_loss = (2 * np.pi * density_nm * coulomb**2 / formal
             * hard_stopping_number(formal, cut))
dielectric_ratio = (soft_loss + hard_loss) / stopping(formal)
assert abs(dielectric_ratio - 1) < 2e-3

# ---- printed results ----
print("MODEL TESTS (atomic units)")
print(f"Rutherford area, trajectories: {area_trajectory:.4f} bohr^2")
print(f"Rutherford area, Born formula: {area_born:.4f} bohr^2")
for q, ratio in zip((0.5, 1.0, 2.0), sum_ratios):
    print(f"Two-electron sum / Q at q={q:.1f} per bohr: {ratio:.6f}")
print(f"Two-electron dipole sum: {dipole_sum:.6f}")
print(f"One-electron sum / Q, local potential: {local_sum:.6f}")
print(f"One-electron sum / Q, nonlocal potential: {nonlocal_sum:.4f}")
print(f"Oscillator quanta z, xy: {FREQ_Z:.1f}, {FREQ_XY:.1f} hartree")
print(f"Oscillator mean excitation energy: {I_OSC:.4f} hartree")
for energy, computed, formula in born_rows:
    print(f"No exchange, E={energy:.0f} hartree: L Born sum {computed:.4f}, "
          f"ln(2E/I) {formula:.4f}")
print(f"Exchange test beam energy: {far_energy:.0f} hartree")
for qc, soft, hard, total in exchange_rows:
    print(f"Cut {qc:.0f} hartree: L soft {soft:.4f}, hard {hard:.4f}, "
          f"total {total:.4f}")
print(f"L from formula with exchange: {exchange_formula:.4f}")
print(f"Exchange constant sqrt(e/2): {EXCHANGE_CONSTANT:.4f}")
print("MODEL RESIST")
print(f"Electron density: {density_nm:.0f} per nm^3")
for name, f, r, g in zip(("Valence", "Core"), fractions, resonances, widths):
    print(f"{name}: fraction {f:.2f}, resonance {r:.0f} eV, width {g:.0f} eV")
print(f"Coulomb constant e^2: {coulomb:.5f} eV nm")
print(f"Plasma energy: {plasma:.3f} eV")
print(f"Strength integral, loss function: {norm_loss:.5f}")
print(f"Mean excitation energy I, loss function: {mean_I:.2f} eV")
print(f"Same I, imaginary axis: {imaginary_I:.2f} eV")
print(f"Incorrect I from Im epsilon: {bare_I:.2f} eV")
print(f"Dielectric / Bethe stopping at formal 1e6 eV: {dielectric_ratio:.5f}")
rest = const.m_e * const.c**2 / const.e
for energy in (5e3, 1e4, 2e4):
    beta2 = 1 - 1 / (1 + energy / rest)**2
    number = np.log(EXCHANGE_CONSTANT * energy / mean_I)
    print(f"E={energy/1e3:.0f} keV: L {number:.4f}, S {stopping(energy):.4f} "
          f"eV/nm, (mv^2/2)/E {0.5*rest*beta2/energy:.4f}")
beam = 1e4
S_beam = stopping(beam)
print(f"Prefactor 2 pi n e^4/E at 10 keV: "
      f"{2*np.pi*density_nm*coulomb**2/beam:.4f} eV/nm")
print(f"S at 10 keV: {S_beam * const.e / 1e-9:.4e} J/m")
change = 100 * (stopping(beam, 1.1 * mean_I) / S_beam - 1)
print(f"Change of S at 10 keV for I raised 10%: {change:.2f} %")
bare_change = 100 * (stopping(beam, bare_I) / S_beam - 1)
print(f"Error of S at 10 keV with I from Im epsilon: {bare_change:.2f} %")
film = 100.0
print(f"Loss in {film:.0f} nm film at 10 keV: {film * S_beam:.1f} eV")
dose = 100.0
fluence = dose * 1e-6 / const.e / 1e14
print(f"Dose {dose:.0f} uC/cm^2: {fluence:.4f} electrons/nm^2")
print(f"Primary energy loss density: {fluence * S_beam:.3f} eV/nm^3")
peak = np.e * mean_I / EXCHANGE_CONSTANT
print(f"Formal maximum of S(E), outside validity: {peak:.1f} eV")
print("no test failed")
```

It prints:

```
MODEL TESTS (atomic units)
Rutherford area, trajectories: 25.1327 bohr^2
Rutherford area, Born formula: 25.1340 bohr^2
Two-electron sum / Q at q=0.5 per bohr: 2.000000
Two-electron sum / Q at q=1.0 per bohr: 2.000000
Two-electron sum / Q at q=2.0 per bohr: 2.000000
Two-electron dipole sum: 2.000000
One-electron sum / Q, local potential: 1.000000
One-electron sum / Q, nonlocal potential: 1.7410
Oscillator quanta z, xy: 1.0, 4.0 hartree
Oscillator mean excitation energy: 2.5198 hartree
No exchange, E=25 hartree: L Born sum 2.7840, ln(2E/I) 2.9878
No exchange, E=100 hartree: L Born sum 4.3330, ln(2E/I) 4.3741
No exchange, E=400 hartree: L Born sum 5.7506, ln(2E/I) 5.7604
Exchange test beam energy: 100000 hartree
Cut 20 hartree: L soft 7.0233, hard 3.7190, total 10.7422
Cut 40 hartree: L soft 7.3698, hard 3.3725, total 10.7423
L from formula with exchange: 10.7422
Exchange constant sqrt(e/2): 1.1658
MODEL RESIST
Electron density: 400 per nm^3
Valence: fraction 0.75, resonance 15 eV, width 10 eV
Core: fraction 0.25, resonance 500 eV, width 100 eV
Coulomb constant e^2: 1.43996 eV nm
Plasma energy: 23.485 eV
Strength integral, loss function: 1.00000
Mean excitation energy I, loss function: 68.21 eV
Same I, imaginary axis: 68.21 eV
Incorrect I from Im epsilon: 51.83 eV
Dielectric / Bethe stopping at formal 1e6 eV: 1.00005
E=5 keV: L 4.4480, S 4.6360 eV/nm, (mv^2/2)/E 0.9855
E=10 keV: L 5.1412, S 2.6792 eV/nm, (mv^2/2)/E 0.9714
E=20 keV: L 5.8343, S 1.5202 eV/nm, (mv^2/2)/E 0.9442
Prefactor 2 pi n e^4/E at 10 keV: 0.5211 eV/nm
S at 10 keV: 4.2926e-10 J/m
Change of S at 10 keV for I raised 10%: -1.85 %
Error of S at 10 keV with I from Im epsilon: 5.34 %
Loss in 100 nm film at 10 keV: 267.9 eV
Dose 100 uC/cm^2: 6.2415 electrons/nm^2
Primary energy loss density: 16.722 eV/nm^3
Formal maximum of S(E), outside validity: 159.0 eV
no test failed
```
